\section*{Neutral-pion decay into a photon and positronium}

\section{Problem}

A neutral pion at rest usually decays into two photons. In a rare variant, one photon is replaced by a bound electron--positron pair, positronium (Ps):
\begin{equation}
\pi^0\to\gamma+\mathrm{Ps}.
\end{equation}
Which spin state of Ps is produced at leading order in the fine-structure constant $\alpha$, and what is the ratio
\begin{equation}
R=\frac{\sum_n\Gamma(\pi^0\to\gamma\,\mathrm{Ps}_n)}{\Gamma(\pi^0\to\gamma\gamma)}
\end{equation}
when all bound $nS$ levels are counted? The electron mass $m$ is much smaller than the pion mass $M$. The rate counts the production of Ps, whatever its later decay.

For the relativistic part, $\hbar=c=1$, $e^2=4\pi\alpha$ and the metric is $(+,-,-,-)$. The internal motion of Ps is treated in Rydberg atomic units, with length $a_0=1/(m\alpha)$ and energy $\mathrm{Ry}=m\alpha^2/2$.

\section{A tempting solution}

A virtual photon can turn into Ps, much as it turns into a vector meson in vector dominance. Let $\kappa_n$ be the amplitude for an outgoing photon to be replaced by Ps in level $n$. Its square is
\begin{equation}
\kappa_n^2=\frac{\alpha^4}{4n^3},
\label{eq:kappa}
\end{equation}
a value derived below. Since $m\ll M$, the kinematics hardly change. The argument then multiplies the two-photon rate by $\kappa_n^2$ and sums:
\begin{equation}
R\stackrel{?}{=}\sum_{n=1}^{\infty}\frac{\alpha^4}{4n^3}
=\frac{\zeta(3)\alpha^4}{4},
\qquad \zeta(3)=\sum_{n=1}^{\infty}\frac1{n^3}.
\end{equation}

\section{The fault}

The coupling is right, but the counting of final states is wrong. Two photons leave in opposite directions, and either one may be replaced by Ps. The resulting final states differ in the direction of Ps, so their probabilities add without interference. Multiplying by $\kappa_n^2$ once converts one of the two photons and forgets the other.

In the width formula, the same fact appears as a symmetry factor. Integrating over all directions of one photon counts each $\gamma\gamma$ state twice, so that width carries a factor $1/2$. A photon and Ps are distinct, and their width carries no such factor.

\section{The right solution}

\subsection{Spin state and pion vertex}

The pion and a two-photon state have charge parity $C=+1$, and one photon has $C=-1$. Ps must therefore have $C=-1$. For a pair with orbital momentum $L$ and spin $S$, $C=(-1)^{L+S}$, so an $S$ state must be a spin triplet. Triplet $D$ states can also couple to one virtual photon, but their wave function vanishes at contact, which suppresses their rate by further powers of $\alpha$.

For a photon with momentum $k$ and polarization $\epsilon_1$, and a second vector particle with momentum $P$ and polarization $\epsilon_2$, the pion amplitude is
\begin{equation}
\mathcal M=F\,\varepsilon^{\mu\nu\rho\sigma}
\epsilon^*_{1\mu}k_\nu\epsilon^*_{2\rho}P_\sigma .
\end{equation}
Here $F$ is taken as constant between $P^2=0$ and $P^2=4m^2$. By antisymmetry, $P$ may be replaced by $P+k$, which is $(M,\mathbf 0)$ in the pion rest frame. The three other vectors then enter through their spatial parts:
\begin{equation}
|\mathcal M|=|F|M\omega\,
\left|\hat{\mathbf k}\cdot(\boldsymbol\epsilon_1^*\times\boldsymbol\epsilon_2^*)\right|,
\qquad \omega=\frac{M^2-P^2}{2M}.
\end{equation}
A longitudinal $\boldsymbol\epsilon_2$ is parallel to $\hat{\mathbf k}$ and gives zero. With linear transverse polarizations, the pairs $(x,y)$ and $(y,x)$ each contribute one unit, so
\begin{equation}
\sum|\mathcal M|^2=2F^2M^2\omega^2
=\frac{F^2(M^2-P^2)^2}{2}.
\label{eq:sum}
\end{equation}
The two-body width is $\omega/(8\pi M^2)$ times this sum, with the extra factor $1/2$ for identical particles. For two photons, $P^2=0$ and $\omega=M/2$:
\begin{equation}
\Gamma_{\gamma\gamma}
=\frac12\,\frac{M/2}{8\pi M^2}\,\frac{F^2M^4}{2}
=\frac{F^2M^3}{64\pi}.
\label{eq:gg}
\end{equation}

\subsection{The photon--positronium coupling}

The electron in Ps has momentum of order $m\alpha$. At leading order, the current that creates the pair can be evaluated at rest. With relativistically normalized particle states, a Ps state of mass $2m$ has the factor $\sqrt{4m}$, and its two constituents give $1/(\sqrt{2m}\sqrt{2m})$. Integrating the momentum wave function gives the spatial wave function at contact, $\psi_n(0)$. Hence
\begin{equation}
\mathbf J=\frac{\sqrt{4m}}{2m}\psi_n(0)\,\mathbf j
=\frac{\psi_n(0)}{\sqrt m}\,\mathbf j,
\qquad
j^i=\bar u\gamma^i v=2m\,\xi^\dagger\sigma^i\eta .
\end{equation}
In $\mathbf j$, $\xi$ and $\eta$ are the two-component spinors at rest. The product $\eta\xi^\dagger$ becomes the matrix $\boldsymbol\sigma\cdot\boldsymbol\epsilon^*/\sqrt2$ for a normalized triplet, and the unit matrix over $\sqrt2$ for the singlet. The singlet current vanishes because $\mathrm{tr}\,\sigma^i=0$. For the triplet, $\mathrm{tr}(\sigma^i\sigma^j)=2\delta^{ij}$ gives
\begin{equation}
\mathbf j=2\sqrt2\,m\,\boldsymbol\epsilon^*,
\qquad
|\mathbf J|^2=8m|\psi_n(0)|^2 .
\end{equation}
The virtual photon supplies the charge $e$ and the propagator $1/P^2=1/(4m^2)$. The photon polarization is thus replaced by $\kappa_n$ times the Ps polarization, where
\begin{equation}
\kappa_n^2=\frac{e^2|\mathbf J|^2}{(4m^2)^2}
=\frac{4\pi\alpha\,8m|\psi_n(0)|^2}{16m^4}
=\frac{2\pi\alpha}{m^3}|\psi_n(0)|^2 .
\label{eq:mix}
\end{equation}

\subsection{The contact density}

The reduced mass of Ps is $m/2$, so in Rydberg atomic units $H=-2\nabla^2-2/r$. For the radial function $u=r\mathcal R(r)$, where $\mathcal R$ is the radial part of $\psi$ and $\int_0^\infty u^2dr=1$, write
\begin{equation}
u''=\left[\frac{l(l+1)}{r^2}-\frac1r+\lambda^2\right]u,
\qquad E=-2\lambda^2 .
\end{equation}
Inserting $u=r^{l+1}e^{-\lambda r}\sum_jc_jr^j$ gives
\begin{equation}
(j+1)(j+2l+2)c_{j+1}=[2\lambda(j+l+1)-1]c_j .
\end{equation}
The series ends at $j=n_r$ when $\lambda=1/[2(n_r+l+1)]$, also for non-integer $l\ge0$. At $l=0$, with $n=n_r+1$, the energy is $E_n=-1/(2n^2)$ Ry.

For $l=0$, multiply the radial equation by $u'$ and integrate. The left side gives $-u'(0)^2/2$. On the right, the constant term integrates to zero, and integration by parts turns the Coulomb term into $-\frac12\int u^2/r^2\,dr$. Therefore $u'(0)^2=\langle r^{-2}\rangle$.

This average follows from differentiating the eigenvalue $-\lambda^2$ with respect to $l$ at fixed $n_r$. The Hellmann--Feynman theorem gives
\begin{equation}
(2l+1)\langle r^{-2}\rangle
=\frac{d}{dl}\left[-\frac1{4(n_r+l+1)^2}\right]
=\frac1{2(n_r+l+1)^3}.
\end{equation}
At $l=0$ this is $1/(2n^3)$. Since $\psi(0)=u'(0)/\sqrt{4\pi}$,
\begin{equation}
|\psi_n(0)|^2=\frac1{8\pi n^3}\,a_0^{-3}
=\frac{m^3\alpha^3}{8\pi n^3}.
\label{eq:contact}
\end{equation}
Substitution in Eq.~\eqref{eq:mix} gives Eq.~\eqref{eq:kappa}.

\subsection{Width and sum}

For Ps, set $P^2=4m^2$ in Eq.~\eqref{eq:sum} and multiply by $\kappa_n^2$:
\begin{align}
\Gamma_n
&=\frac{1}{8\pi M^2}\,\frac{M^2-4m^2}{2M}\,
\kappa_n^2\,\frac{F^2(M^2-4m^2)^2}{2}\nonumber\\
&=\kappa_n^2\,\frac{F^2M^3}{32\pi}
\left(1-\frac{4m^2}{M^2}\right)^3 .
\end{align}
Division by Eq.~\eqref{eq:gg} yields
\begin{equation}
\frac{\Gamma_n}{\Gamma_{\gamma\gamma}}
=2\kappa_n^2\left(1-\frac{4m^2}{M^2}\right)^3
=\frac{\alpha^4}{2n^3}\left(1-\frac{4m^2}{M^2}\right)^3 .
\label{eq:level}
\end{equation}
The factor 2 is the one missing from the tempting solution. Of the three powers of the bracket, one comes from the final momentum and two from the vertex. Summing over $n$ gives
\begin{equation}
R=\frac{\zeta(3)\alpha^4}{2}
\left(1-\frac{4m^2}{M^2}\right)^3
\simeq\frac{\zeta(3)\alpha^4}{2}.
\label{eq:result}
\end{equation}
Of the four powers of $\alpha$, three come from the contact density and one from the photon coupling.

The last form requires $4m^2\ll M^2$. If $M$ approached $2m$, the rate would vanish as the cube of the available momentum. Once $M-2m$ were comparable with $m\alpha^2$, the separate level masses would also matter.

\section{The threshold from both sides}

Highly excited levels crowd together below the pair threshold and should join smoothly to free pairs above it. This second limit tests the bound-state normalization. It does not test the factor 2, which is common to both sides.

Let $s$ be the squared mass of the pair. Below threshold,
\begin{equation}
s_n\simeq4m^2-\frac{m^2\alpha^2}{n^2},
\qquad
\frac{ds_n}{dn}=\frac{2m^2\alpha^2}{n^3}.
\end{equation}
The current strength per unit $s$ is therefore
\begin{equation}
\frac{8m|\psi_n(0)|^2}{ds_n/dn}
=\frac{m^4\alpha^3/(\pi n^3)}{2m^2\alpha^2/n^3}
=\frac{m^2\alpha}{2\pi}.
\label{eq:below}
\end{equation}

Above threshold, let $\beta$ be the electron speed in the pair rest frame. The spin sum for one current component is $4m^2\,\mathrm{tr}(\sigma^i\sigma^i)=8m^2$, without summing over $i$. The phase-space factors are $1/(2\pi)$ for $ds$ and $\beta/(8\pi)$ for the pair. Without Coulomb attraction, the strength is $m^2\beta/(2\pi^2)$, which vanishes at threshold.

Attraction changes this. In units of $a_0^{-1}$, the wave number is $\nu=\beta/\alpha$, and $u''+(\nu^2+1/r)u=0$. For $\nu\ll1$, the inner solution with $u'(0)=1$ is
\begin{equation}
u=\sqrt r\,J_1(2\sqrt r)
\longrightarrow \frac{r^{1/4}}{\sqrt\pi}
\cos\left(2\sqrt r-\frac{3\pi}{4}\right),
\qquad 1\ll r\ll\nu^{-4/3}.
\end{equation}
The upper limit on $r$ keeps the phase shift from the $\nu^2$ term, about $\nu^2r^{3/2}/3$, small. Farther out, the phase changes, but only the amplitude is needed. The semiclassical amplitude is proportional to $(\nu^2+1/r)^{-1/4}$, so it tends to $1/\sqrt{\pi\nu}$. A free wave with the same slope at the origin, $\sin(\nu r)/\nu$, has amplitude $1/\nu$. At equal outer amplitude, attraction raises the contact density by
\begin{equation}
\frac{1/\nu^2}{1/(\pi\nu)}=\frac{\pi}{\nu}
=\frac{\pi\alpha}{\beta}.
\end{equation}
The free-pair strength becomes
\begin{equation}
\frac{m^2\beta}{2\pi^2}\,\frac{\pi\alpha}{\beta}
=\frac{m^2\alpha}{2\pi},
\end{equation}
in agreement with Eq.~\eqref{eq:below}. The production rate thus passes through threshold without a jump when the bound levels are averaged over their spacing.

\section{Reading the numbers}

Take a round pion mass of $135$ MeV, $m=0.510999$ MeV and $\alpha=0.00729735$. Then $\alpha^4=2.836\times10^{-9}$ and $\zeta(3)=1.2021$, so
\begin{equation}
R\simeq\frac{1.2021}{2}\,(2.836\times10^{-9})
=1.70\times10^{-9}.
\end{equation}
On average, there is one Ps for about $5.9\times10^8$ two-photon decays. The tempting solution would give half the ratio, $8.5\times10^{-10}$.

Equation~\eqref{eq:level} gives $1.42\times10^{-9}$ for $n=1$, $1.77\times10^{-10}$ for $n=2$, $5.25\times10^{-11}$ for $n=3$ and $2.22\times10^{-11}$ for $n=4$. The ground level has the share $1/\zeta(3)$, or 83 percent, because the contact density falls as $1/n^3$.

The recoil factor lowers the ratio by a relative $1.7\times10^{-4}$. To estimate the variation of the pion vertex, take $F(P^2)=F(0)/(1-P^2/\Lambda^2)$ with a rough vector-meson scale $\Lambda=770$ MeV. The squared vertex then rises by a relative $3.5\times10^{-6}$. Radiative corrections, omitted here, begin at relative order $\alpha$. Their unit, $\alpha/\pi=2.3\times10^{-3}$, already exceeds both effects, and its coefficient is not small. The full correction is not derived here, but two standard one-loop pieces show its size: vacuum polarization of the virtual photon at $P^2=4m^2$ changes the rate by a relative $-16\alpha/(9\pi)$, and the pair vertex, with its Coulomb part removed, by $-4\alpha/\pi$. Together they amount to about $-1.3$ percent. The third digit of $R$ and of the level values is therefore a leading-order figure only.

In the pion rest frame, the photon energy is $(M^2-4m^2)/(2M)$, only $2m^2/M=0.004$ MeV below $M/2$. Ps therefore also takes about $67.5$ MeV. Dividing this energy by the Ps mass $2m$ gives a Lorentz factor of 66: Ps is highly relativistic as a whole, while the motion inside it remains slow.

Numbers in the example were calculated in double precision.
